Velocity operator and f-sum rule with nonlocal spin-orbit projectors, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: FROM ONE SHELL TO THE GENERAL SUM RULE

1. An oscillator with one spin-orbit shell

Take one electron in an isotropic harmonic well of frequency ω0. Hartree atomic units are used, so ħ = m_e = 1, and energies are counted from the oscillator ground level. The ground state is |0σ⟩, where σ is the spin. The first excited shell holds the three normalized functions |x⟩, |y⟩, |z⟩, each with two spins.

Now add a potential V that acts on this shell and on nothing else:

V = b Σ |iσ⟩ (L·S)_{iσ,jσ′} ⟨jσ′|,  i, j = x, y, z.  (1)

This is the simplest nonlocal spin-orbit projector. It asks how much of the wave function lies in the p shell and multiplies that part by b L·S. From

L·S = [j(j+1) − l(l+1) − 3/4]/2

with l = 1, the eigenvalue of L·S is 1/2 for j = 3/2 and −1 for j = 1/2. The shell therefore splits into two levels,

E(p3/2) = ω0 + b/2,  E(p1/2) = ω0 − b.  (2)

The ground state is untouched, because V|0σ⟩ = 0.

Let light polarized along x act on |0↑⟩. The oscillator gives

x|0⟩ = |x⟩/√(2ω0),  p_x|0⟩ = i√(ω0/2) |x⟩.  (3)

The state |x↑⟩ is a mixture of p3/2 and p1/2, with weights w3 and w1. They follow from two conditions. The weights add to 1. In addition, the mean of L·S in |x↑⟩ is zero, because in the Cartesian basis (L_k)_{ij} = −iε_{kij}, which vanishes for i = j. Hence w3/2 − w1 = 0, and

w3 = 2/3,  w1 = 1/3.  (4)

The familiar f-sum for one electron is the sum of 2|⟨n|p_x|0⟩|²/(E_n − E_0) over final states. In a local potential it equals 1. Here it gives

S_p = 2(ω0/2) [ (2/3)/(ω0 + b/2) + (1/3)/(ω0 − b) ].  (5)

With ω0 = 0.20 hartree and b = 0.04 hartree,

S_p = 0.20 × (0.6667/0.22 + 0.3333/0.16) = 0.20 × (3.0303 + 2.0833) = 1.0227.

The sum is too large by 2.3 percent of 1. No state has been left out: p_x|0⟩ lies wholly in the shell. The fault must be in the operator.

The rate of change of position is i[H,x]. Between eigenstates its element is i(E_n − E_0)⟨n|x|0⟩. With this operator the same sum becomes

S_v = 2 Σ_n (E_n − E_0)|⟨n|x|0⟩|²
  = (1/ω0) [ (2/3)(ω0 + b/2) + (1/3)(ω0 − b) ]
  = 1 + (b/3 − b/3)/ω0 = 1.  (6)

So the velocity restores the sum rule and the momentum does not. In this system they are different operators.

2. What the momentum lacks

The difference is i[V,x]. Acting on the ground state it is

i[V,x]|0↑⟩ = iVx|0↑⟩ − ixV|0↑⟩ = (ib/√(2ω0)) L·S |x↑⟩,  (7)

because V|0↑⟩ = 0. For polarization along z, replace |x↑⟩ by |z↑⟩. The rule (L_k)_{ij} = −iε_{kij} gives

L_x|z⟩ = −i|y⟩,  L_y|z⟩ = i|x⟩,  L_z|z⟩ = 0,

and the spin operators give S_x|↑⟩ = ½|↓⟩ and S_y|↑⟩ = (i/2)|↓⟩. Therefore

L·S|z↑⟩ = ½(−i|y⟩)|↓⟩ + (i/2)(i|x⟩)|↓⟩ = −½(|x⟩ + i|y⟩)|↓⟩.  (8)

All of it has the opposite spin. The z velocity thus has one spin-conserving element, due to p, and spin-flip elements due to V:

⟨z↑|v_z|0↑⟩ = i√(ω0/2),
⟨x↓|v_z|0↑⟩ = −ib/(2√(2ω0)).  (9)

Their sizes are √0.10 = 0.3162 and 0.04/(2 × 0.6325) = 0.0316 atomic units of velocity. The ratio is b/(2ω0) = 0.1. The flip does not come from a magnetic field of the light. A uniform electric field moves the electron, and the spin-orbit force couples that motion to the spin.

3. The velocity for any nonlocal potential

Let

H = p²/2 + V_loc(r) + V,

where V is Hermitian and may be nonlocal in space and a matrix in spin. V_loc multiplies the wave function by a function of r. The ordinary scalar product is assumed, as for norm-conserving pseudopotentials, so there is no overlap operator in the eigenvalue problem.

In the Heisenberg picture dr/dt = i[H,r]. The kinetic part follows from [p_x,x] = −i:

[p_x²/2, x] = ½(p_x[p_x,x] + [p_x,x]p_x) = −ip_x,

so i[p²/2, x] = p_x. The local potential commutes with x. What remains is

v = p + i[V,r].  (10)

To read the last term, write (Vψ)(r) = ∫V(r,r′)ψ(r′)d³r′. In Vx the coordinate acts first and supplies x′; in xV it acts last and supplies x. The kernel of i[V,x] is therefore

i V(r,r′)(x′ − x).  (11)

It vanishes when V(r,r′) is proportional to δ(r − r′). A nonlocal potential transfers amplitude from r′ to r in one action, and this transfer is a displacement that p does not count.

For projectors, V = Σ|β_i⟩M_ij⟨β_j|, where the indices include spin and M is Hermitian. Then Vx = Σ|β_i⟩M_ij⟨xβ_j| and xV = Σ|xβ_i⟩M_ij⟨β_j|, so

i[V,x] = i Σ_ij ( |β_i⟩M_ij⟨xβ_j| − |xβ_i⟩M_ij⟨β_j| ).  (12)

The new ingredients are overlaps with xβ_j. They are as well defined as the projectors, because the projectors are short-ranged.

4. From j projectors to L·S

Relativistic pseudopotentials are labelled by l and j = l ± ½. Suppose first that both j values share one radial function β_l, with strengths D_+ and D_−. For l ≥ 1, L·S equals l/2 when j = l + ½ and −(l+1)/2 when j = l − ½. The operators that select the two values are

P_+ = (l + 1 + 2L·S)/(2l+1),  P_− = (l − 2L·S)/(2l+1).  (13)

The first is 1 at L·S = l/2 and 0 at −(l+1)/2; the second does the opposite. Inserting them in D_+P_+ + D_−P_− gives

V = Σ_l |β_l⟩(a_l + b_l L·S)⟨β_l|,
a_l = [(l+1)D_+ + lD_−]/(2l+1),
b_l = 2(D_+ − D_−)/(2l+1).  (14)

The angular functions are understood inside |β_l⟩. The scalar strength a_l is the average weighted by the 2j + 1 states of each level, and b_l measures the splitting. For l = 0 there is one j, L·S is zero, and a_0 = D_+. Equation (14) was tested against explicitly coupled j states for l = 1, 2 and 3. If the radial functions differ between the two j values, (13) is used in each term separately; (10) to (12) hold without change.

5. The spin-flip blocks in general

With S_k = σ_k/2, separate V into its spin parts:

V = V_0 + Σ_k W_kσ_k,
V_0 = Σ_l|β_l⟩a_l⟨β_l|,  W_k = Σ_l|β_l⟩(b_l/2)L_k⟨β_l|.  (15)

The coordinate does not act on spin, so

i[V,r] = i[V_0,r] + Σ_k i[W_k,r]σ_k.  (16)

The elements ⟨↓|σ_x|↑⟩ = 1 and ⟨↓|σ_y|↑⟩ = i, with ⟨↓|σ_z|↑⟩ = 0, give the block that turns up into down:

⟨↓|i[V,r]|↑⟩ = i[W_x + iW_y, r].  (17)

This block cannot vanish for all three components of r if some b_l with l ≥ 1 is nonzero. The combination W_x + iW_y contains L_x + iL_y, the raising operator, so it is not the zero operator. If it commuted with x, y and z, it would multiply each wave function by a function of r. A nonzero multiplication has infinitely many independent results. A finite set of projectors has only finitely many. Hence at least one commutator survives, and (9) shows one explicitly.

A limit shows that the flip is not a peculiarity of projectors. For a spin-orbit term ξ(r)L·S, with ξ an ordinary function, use [L_k,r_α] = iε_{kαγ}r_γ, summed over repeated indices:

i[ξL·S, r_α] = iξS_k(iε_{kαγ}r_γ) = −ξε_{kαγ}S_kr_γ
      = ξε_{αkγ}S_kr_γ = ξ(S×r)_α.  (18)

Exchanging the first two indices of ε removed the minus sign. Here too the velocity contains spin, because L contains p. In the limit b_l → 0 the flip block vanishes, but i[V_0,r] remains if some a_l is nonzero.

6. The same operator from a uniform vector potential

Absorb the electron charge and the speed of light into a uniform vector A along x, so that p becomes p + A. This is produced by

H(A) = e^{−iAx} H e^{iAx}.  (19)

For a nonlocal potential the rule multiplies V(r,r′) by e^{−iA(x−x′)}. Because A is uniform, its line integral between r′ and r is the same on every path, and the prescription has no path ambiguity. Differentiation at A = 0 gives

∂H/∂A = −ixH + iHx = i[H,x] = v_x,  (20)

∂²H/∂A² = i[v_x,x] = i·i[[H,x],x] = [x,[H,x]].  (21)

The potential part of (20) was tested by differentiating overlaps with the phase-multiplied projectors. Equation (21) is the diamagnetic operator. For the kinetic energy it is [x,−ip_x] = 1. For a nonlocal V there is an additional piece.

7. The sum rule

Let |0⟩ be a bound eigenstate that decays fast enough for x²|0⟩ to be normalizable. Taking the element of v_x = i[H,x] between eigenstates gives

⟨n|v_x|0⟩ = i(E_n − E_0)⟨n|x|0⟩.  (22)

Define S_v as the sum of 2|⟨n|v_x|0⟩|²/(E_n − E_0) over all states with E_n ≠ E_0, including the continuum. By (22) the elements at E_n = E_0 are zero, so no strength is lost. Then

S_v = 2Σ_n(E_n − E_0)|⟨n|x|0⟩|² = 2⟨0|xHx|0⟩ − 2E_0⟨0|x²|0⟩.

On the other side,

⟨0|[x,[H,x]]|0⟩ = ⟨0|xHx − x²H − Hx² + xHx|0⟩,

and H|0⟩ = E_0|0⟩ makes this the same expression. Consequently

S_v = T,  T = 1 + ⟨0|[x,[V,x]]|0⟩.  (23)

The right side is not 1 in general. By (11), the kernel of [x,[V,x]] is −(x − x′)²V(r,r′), in which the potential is weighted by the squared displacement along x. The error of an approximate velocity must therefore be taken relative to T. In the opening case T happened to be 1.

8. The error made by omission

Let w = i[V_om,x] be the part left out, and let S̃ be the sum formed with v − w but with the true states and energies. Expanding the square,

S̃ − T = Σ_n [ −4Re(⟨n|v|0⟩*⟨n|w|0⟩) + 2|⟨n|w|0⟩|² ]/(E_n − E_0).

By (22), ⟨n|v|0⟩* = −i(E_n − E_0)⟨0|x|n⟩, so the gap cancels in the first term. Assume that x does not connect |0⟩ to another state of the same energy, as is true in the examples below. The term n = 0 can be added to the sum without changing it, because ⟨0|x|0⟩ is real and ⟨0|[V_om,x]|0⟩ is imaginary. Completeness then turns the first term into −4Re⟨0|x[V_om,x]|0⟩, since −i·i = 1. The commutator C = [V_om,x] is anti-Hermitian, so Re⟨xC⟩ = ½⟨xC − Cx⟩. Thus

S̃ − T = −2⟨0|[x,[V_om,x]]|0⟩ + 2Σ_n |⟨n|w|0⟩|²/(E_n − E_0).  (24)

The last sum again excludes E_n = E_0. The mean is taken in the true state, which itself depends on the omitted potential. Suppose that the energy gaps in the last sum stay finite as the omitted potential goes to zero. The last sum is then of second order or higher, and the first-order part of the mean double commutator decides the order. If that part is nonzero, the error begins at first order; if it is zero, the error begins at second order or higher. If a gap closes in this limit, the last sum can itself be of first order, and both terms of (24) must be kept.

For the opening case the first term is zero, since T = 1. Equation (7) supplies the second, with (L·S)² equal to 1/4 and 1 in the two levels:

S̃ − T = (b²/ω0)[ (2/3)(1/4)/(ω0 + b/2) + (1/3)/(ω0 − b) ]
  = 0.008 × (0.1667/0.22 + 0.3333/0.16) = 0.0227,

in agreement with (5).


SECOND HALF: SIZE OF THE VIOLATION, AND THE CRYSTAL

From the first half, the velocity is v = p + i[V,r]. T is 1 plus the mean of [x,[V,x]], and the velocity sum S_v equals T for a bound eigenstate. The oscillator has frequency ω0, and its ground level is the zero of energy. The potential V acts on its first excited shell. The spin-orbit strength is b; L·S is 1/2 in p3/2 and −1 in p1/2, and |x↑⟩ contains these levels with weights 2/3 and 1/3. Equation (24) gives the error S̃ − T when part of the commutator is omitted.

9. Adding a scalar projector

Let V on the shell be a + b L·S. Put

Ω = ω0 + a,  δ = b/Ω,

with Ω > 0 and −2 < δ < 1, so that both p levels lie above the s state. On the shell, H = Ω + b L·S. The three possible velocities acting on |0↑⟩ give

full:      i(Ω + b L·S)|x↑⟩/√(2ω0),
spin-orbit part omitted: iΩ|x↑⟩/√(2ω0),
p alone:     iω0|x↑⟩/√(2ω0).  (25)

The last line is (3), since √(ω0/2) = ω0/√(2ω0). Each sum is twice the mean of 1/H between the vector and itself. For the full velocity two factors of H stand in the numerator and one in the denominator, so

S_v = (1/ω0)⟨x↑|Ω + b L·S|x↑⟩ = Ω/ω0 = T.  (26)

For the others we need the mean of 1/(1 + δL·S) in |x↑⟩:

F = (2/3)/(1 + δ/2) + (1/3)/(1 − δ)
 = [2(1 − δ) + 1 + δ/2]/[3(1 + δ/2)(1 − δ)]
 = (1 − δ/2)/[(1 + δ/2)(1 − δ)].  (27)

Therefore

S(spin-orbit part omitted) = (Ω/ω0)F,
S(p alone) = (ω0/Ω)F.  (28)

The denominator of F is 1 − δ/2 − δ²/2, so

F − 1 = δ²/[2(1 + δ/2)(1 − δ)].  (29)

For this s state, leaving out the spin-orbit commutator makes the sum too large throughout the stated range, except at δ = 0. The error relative to T is F − 1, second order in δ. Leaving out the scalar commutator as well multiplies the sum by ω0²/Ω², which is a first-order change in a.

For a = −0.04 hartree and b = 0.04 hartree, Ω = 0.16 hartree and δ = 0.25. Then

F = 0.875/(1.125 × 0.75) = 1.0370,
T = 0.16/0.20 = 0.800,
spin-orbit part omitted: 0.800 × 1.0370 = 0.830,
p alone: 1.250 × 1.0370 = 1.296.

Relative to T the errors are 3.7 and 62 percent. Comparing with the electron number instead would give the wrong verdict: the correct sum would appear to miss 20 percent of the strength.

With a = 0, the excess for b = 0.01, 0.02, 0.04 and 0.08 hartree is 0.0013, 0.0053, 0.0227 and 0.111. The first doubling of b multiplies it by about 4.1, close to the quadratic law; the last multiplies it by 4.9, because the denominator of (29) shrinks as p1/2 approaches the s state. As δ approaches 1 the gap between these levels closes and the approximate sum grows without bound, while T stays finite.

A nonlocal potential adds i[V,r] to the velocity, the full velocity sum then equals T, and for the s state leaving out the spin-orbit commutator makes an error of second order. Still to be examined are the removal of the spin-flip blocks alone, the p1/2 state, the low-frequency polarizability, a narrower projector and a crystal.

Numerical values quoted here were computed with a short program.
